\section*{Post-breakdown oxide current with series resistance from the Lambert function, part 2}

A broken-down spot in a thin gate oxide is modelled by an element with voltage $v$ across it and current $I=I_0(e^{\alpha v}-1)$, in series with a resistance $R$. The applied voltage is $V=v+IR$, so $I=I_0[e^{\alpha(V-IR)}-1]$. The current is steady, $V\ge0$ for the device results, and $I_0$, $\alpha$ and $R$ are positive constants. With $z_0=\alpha RI_0$, the variable $w=\alpha R(I+I_0)$ satisfies
\begin{equation}
w+\ln w=L,\qquad L=\ln z_0+z_0+\alpha V,
\label{eq:again}
\end{equation}
and the explicit law for the current is $I=w/(\alpha R)-I_0$. One step of Newton's method for $w$ replaces it by
\begin{equation}
w-\frac{w\,(w+\ln w-L)}{1+w}
=\frac{w\,(1+L-\ln w)}{1+w}.
\label{eq:newton}
\end{equation}

The slope is $dI/dV=w/[R(1+w)]$ and the curvature is $d^2I/dV^2=\alpha w/[R(1+w)^3]$. The spot has the differential resistance $R/w$. At the half-slope point, $w=L=1$ and the slope is $1/(2R)$.

The bare element at the full voltage would carry $I_d=I_0(e^{\alpha V}-1)$. For $V>0$ the deficit $1-I/I_d$ lies between $0$ and $q/(1+q)$, where $q=z_0e^{\alpha V}$. At small voltage the conductance is $\alpha I_0/(1+z_0)$.

The example has $I_0=1$ nA, $\alpha=6\ \mathrm{V}^{-1}$, $R=20\ \mathrm{k}\Omega$ and $z_0=1.2\times10^{-4}$. Its current is exponential from $0.40$ to $1.13$ V, with the errors from the term $-1$ and from $R$ each limited to $10\,\%$, and its half-slope point is at $1.67$ V. The opening numbers were these: from $0.5$ to $1.0$ V the current rises from $0.0190$ to $0.384\ \mu\mathrm{A}$, a factor of about 20, but from $2.5$ to $3.0$ V only from $37.3$ to $58.5\ \mu\mathrm{A}$, a factor of $1.57$. The high-current range is treated next.

\subsection{Bounds above the half-slope point}

\paragraph{Theorem 3.} If $L\ge1$, then
\begin{equation}
L-\ln L\;\le\; w\;\le\; L-\ln(L-\ln L).
\label{eq:highbound}
\end{equation}
As $L\to\infty$,
\begin{equation}
w=L-\ln L+\frac{\ln L}{L}+O\!\left(\frac{\ln^2L}{L^2}\right).
\label{eq:expansion}
\end{equation}

\paragraph{Proof.} The sum $w+\ln w$ rises with $w$ and equals 1 at $w=1$. Hence $L\ge1$ means $w\ge1$ and $\ln w\ge0$. Equation \eqref{eq:again}, written as $w=L-\ln w$, then gives $w\le L$. It follows that $\ln w\le\ln L$, and the same equation gives $w\ge L-\ln L$, the lower bound. This lower bound is positive, because $\ln L\le L-1$. Its logarithm may therefore be taken: $\ln w\ge\ln(L-\ln L)$. Using $w=L-\ln w$ once more gives the upper bound.

For the expansion, divide $w=L-\ln w$ by $L$ and take the logarithm:
\begin{equation}
\ln w=\ln L+\ln\!\left(1-\frac{\ln w}{L}\right).
\end{equation}
The bounds show that $\ln w=\ln L+O(\ln L/L)$. Inserting this on the right and using $\ln(1-\epsilon)=-\epsilon+O(\epsilon^2)$ gives $\ln w=\ln L-\ln L/L+O(\ln^2L/L^2)$. Subtraction from $L$ yields \eqref{eq:expansion}. $\square$

To see the current itself, insert $L$ into the first two terms. The piece $z_0/(\alpha R)$ equals $I_0$ and cancels the $-I_0$ in the current, which leaves
\begin{equation}
I\approx\frac1R\left[V-\frac1\alpha\ln\frac{L}{z_0}\right].
\label{eq:highI}
\end{equation}
This is a resistor in series with a voltage that changes slowly, since $L$ stands inside a logarithm. By \eqref{eq:highbound} the true current is not below this value when $L\ge1$.

\paragraph{The example at 3 V.} Here
\begin{equation}
L=-9.028+0.0001+18=8.972,\qquad \ln L=2.194 .
\end{equation}
The lower bound is $w=8.972-2.194=6.778$, and the upper bound is $8.972-\ln6.778=7.058$. Since $1/(\alpha R)=8.333\ \mu\mathrm{A}$, the current lies between $56.5$ and $58.8\ \mu\mathrm{A}$. One Newton step \eqref{eq:newton} from the lower bound gives
\begin{equation}
w=\frac{6.778\,(1+8.972-1.914)}{7.778}=7.022,
\end{equation}
while the full solution is $w=7.023$. The current is $7.023\times8.333-0.001=58.5\ \mu\mathrm{A}$. The resistance takes $IR=1.17$ V and the spot keeps $v=1.83$ V. The bare element, given all 3 V, would carry $66$ mA, about a thousand times more.

These drops explain the opening numbers. From $0.5$ to $1.0$ V, the spot voltage rises by $0.493$ V, almost the whole step. From $2.5$ to $3.0$ V it rises by $0.075$ V, and $e^{6\times0.075}=1.57$ is the observed factor in the model. The other $0.425$ V falls across $R$. The exponential law of the spot holds in both steps, but in the second the spot receives little of the added voltage.

\subsection{Nearly linear, without a fixed line}

\paragraph{Theorem 4.} As $V\to\infty$ in this model, $dI/dV\to1/R$ and $IR/V\to1$, but the curve has no straight asymptote. For each tenfold increase of $V$, the increase of the spot voltage tends to $(\ln10)/\alpha$.

\paragraph{Proof.} By \eqref{eq:again}, $w$ grows without bound with $V$. The slope formula then gives $dI/dV\to1/R$, and $I$ also grows without bound. Solving the element law for its voltage gives
\begin{equation}
V-IR=v=\frac1\alpha\ln\!\left(1+\frac I{I_0}\right),
\label{eq:drop}
\end{equation}
which grows without bound as well. Since $v\ge0$, $I\le V/R$, and so
\begin{equation}
0\le\frac vV\le\frac{1}{\alpha V}\ln\!\left(1+\frac{V}{RI_0}\right)\to0 .
\end{equation}
Hence $IR/V=1-v/V\to1$. An asymptote $I=aV+b$ would need $a=\lim I/V=1/R$ and $b=\lim(I-V/R)=-\lim v/R$. The last limit is not finite, so there is no such line. For two voltages in the ratio 10 the currents also tend to the ratio 10, and \eqref{eq:drop} gives the stated increase of $v$. $\square$

In the example this increase is $0.38$ V per decade. The theorem concerns the mathematics of the law, since no gate oxide survives voltages decades above 3 V. Within the real range its content is that the line to which the curve seems to settle keeps moving. The tangent at voltage $V$ meets the axis $I=0$ at
\begin{equation}
V_c=V-\frac{I}{I'},\qquad I'=\frac{dI}{dV}.
\end{equation}
With $I''=d^2I/dV^2$, differentiation gives
\begin{equation}
\frac{dV_c}{dV}=1-\frac{I'I'-I\,I''}{I'^2}=\frac{I\,I''}{I'^2}
=\frac{\alpha RI}{w(1+w)} .
\label{eq:cut}
\end{equation}
The last form uses the formulas for slope and curvature:
\[
\frac{I''}{I'^2}=\frac{\alpha w}{R(1+w)^3}\,\frac{R^2(1+w)^2}{w^2}
=\frac{\alpha R}{w(1+w)} .
\]
The drift is positive for $I>0$, and for $I\gg I_0$, where $\alpha RI\approx w$, it is about $1/(1+w)$. In the example the intercept moves from $1.47$ V for the tangent at 2 V to $1.59$ V at 2.5 V and $1.66$ V at 3 V. None of these is a threshold voltage of the spot.

\paragraph{Consequence for finding $R$.} At 3 V the slope is still only $88\,\%$ of $1/R$. If the resistance is read from the chord between 2.5 and 3.0 V, the result is
\begin{equation}
\frac{0.5\ \mathrm V}{(58.52-37.28)\ \mu\mathrm A}=23.5\ \mathrm{k}\Omega ,
\end{equation}
which is $18\,\%$ above the true $20\ \mathrm{k}\Omega$ of the model. The excess is the differential resistance of the spot, averaged over the current between the two points. Inverting the slope formula makes this visible:
\begin{equation}
\frac{dV}{dI}=R\,\frac{1+w}{w}=R+\frac{R}{w}=R+\frac{1}{\alpha(I+I_0)} .
\label{eq:extract}
\end{equation}
If the three constants do not change during the sweep and $I\gg I_0$, a plot of $dV/dI$ against $1/I$ is a straight line with intercept $R$ and slope $1/\alpha$. Curvature in such a plot, in the range $I\gg I_0$, shows that the law with constant parameters does not hold there.

\subsection{Which parameter matters where}

\paragraph{Proposition 3.} For $I\gg I_0$ and fixed $V$, small relative changes of the parameters change the current by
\begin{equation}
\frac{dI}{I}=\frac{1}{1+w}\left[\frac{dI_0}{I_0}
+\alpha v\,\frac{d\alpha}{\alpha}-w\,\frac{dR}{R}\right].
\label{eq:sens}
\end{equation}

\paragraph{Proof.} In this range $\ln I=\ln I_0+\alpha v$ with $v=V-IR$. At fixed $V$, $dv=-R\,dI-I\,dR$, so
\begin{equation}
\frac{dI}{I}=\frac{dI_0}{I_0}+v\,d\alpha
-\alpha RI\left(\frac{dI}{I}+\frac{dR}{R}\right).
\end{equation}
Here $\alpha RI\approx w$. Collecting the terms in $dI/I$ gives the factor $1+w$ on the left, and division by it gives the result. $\square$

The series resistance acts as negative feedback: a spot that conducts better draws more current, which lowers its own voltage. Doubling $I_0$ with $\alpha$, $R$ and $V$ fixed raises the current by $97\,\%$ at $0.8$ V, but by only $8.7\,\%$ at 3 V. Raising $R$ by $20\,\%$ with the other quantities fixed lowers it by $0.3\,\%$ at $0.8$ V and by $15\,\%$ at 3 V. The low range therefore tells about the spot, while the high range depends strongly on $R$ and only weakly on $I_0$. The constant $\alpha$ matters in both. By \eqref{eq:sens}, with $\alpha v=4.8$ and $11.0$, one per cent more $\alpha$ gives about $5\,\%$ more current at $0.8$ V and $1.4\,\%$ at 3 V. The latter is still more than the $0.9\,\%$ by which one per cent more $R$ lowers the current at 3 V, so a current measured there gives $R$ only if $\alpha$ is well known.

\subsection{What the model leaves out}

The following estimates use the example's own currents and rough material values.

\paragraph{Heating.} This is a large uncertainty at high current. At 3 V the total power is $IV=176\ \mu\mathrm{W}$. Suppose all of it is released in a hemisphere of radius $a$ in silicon. Outside, the heat flow through each hemispherical shell is $P=-2\pi r^2\kappa\,dT/dr$, and integration from $a$ to infinity gives a rise $P/(2\pi\kappa a)$. When $a$ is below the phonon free path $\Lambda$, heat also leaves the source less easily than diffusion assumes. Kinetic theory gives an emitted flux $C s\,\Delta T/4$ per area, with heat capacity per volume $C$ and phonon speed $s$, and $\kappa=Cs\Lambda/3$. Thus $Cs=3\kappa/\Lambda$, and adding the two contributions as thermal resistances in series,
\begin{equation}
\Delta T\approx P\left[\frac1{2\pi\kappa a}
+\frac{4\Lambda}{3\kappa\,2\pi a^2}\right].
\end{equation}
With $\kappa=150\ \mathrm{W/(m\,K)}$ and $\Lambda=40$ nm, the rise at 3 V is about 17 K for $a=30$ nm and about 430 K for $a=5$ nm. The radius over which electrons give up their energy thus matters greatly. The phonon path matters too: part of the heat in silicon is carried by phonons with much longer paths, and $\Lambda=300$ nm would give about 90 K for $a=30$ nm. The value of $\kappa$ is that of pure silicon near room temperature. A lower one, as in heavily doped silicon or a polycrystalline gate, comes mainly from a shorter $\Lambda$ at nearly unchanged $Cs$, and so raises only the first term. With $\kappa=50\ \mathrm{W/(m\,K)}$ and $Cs$ kept, the rise grows by a factor of about $1.7$ for $a=30$ nm and $1.2$ for $a=5$ nm. The model contains no temperature dependence, so it cannot say which rise is harmless. A rise of hundreds of kelvins, as for $a=5$ nm, makes constant parameters implausible, and the 3 V point then lies outside the model. At $0.8$ V, with $\Lambda=40$ nm, the rise is below 1 K for both radii.

\paragraph{A resistance that is not ohmic.} The model takes $R$ as constant. If $R$ were the spreading resistance of a hemisphere of radius $a$ in silicon, the field at its surface would be $IR/a$, which at 3 V is about $2$ MV/cm for $a=5$ nm and $0.4$ MV/cm for $a=30$ nm. The electron drift velocity in silicon saturates at fields of order $0.01$ MV/cm, so such a resistance would depend on the current, and the intercept of $dV/dI$ against $1/I$ would not be a fixed $R$. A constant $R$ requires that its drop be spread over micrometres or lie elsewhere in the circuit. In that case its share of the power, $39\,\%$ at 3 V, is not released at the spot, and the heating estimates above fall by that share.

\paragraph{A limit from quantum transport.} If the spot is a single conducting channel with two spin states, its current is $(2e/h)$ times the integral over energy of the transmission times the difference of the two contact occupations. The transmission is at most 1 and the occupation difference integrates to $ev$, so
\begin{equation}
I\le G_0v,\qquad G_0=\frac{2e^2}{h}=77.5\ \mu\mathrm{S}.
\end{equation}
At 3 V this ceiling is $142\ \mu\mathrm{A}$, and the model current is $41\,\%$ of it. The exponential law knows no such ceiling. Setting $I_0e^{\alpha v}=G_0v$ gives $v\approx2.0$ V and $I\approx154\ \mu\mathrm{A}$, hence $V\approx5.1$ V. For one channel the law cannot hold above that voltage. A stricter limit applies if the transmission depends on energy alone and not on the voltage: then $dI/dv\le G_0$ as well. In the model $dI/dv=\alpha(I+I_0)$, which reaches $G_0$ at $I=12.9\ \mu\mathrm{A}$, or $V=1.84$ V, and is $4.5\,G_0$ at 3 V. Above $1.84$ V the example therefore needs a transmission that rises with voltage, or more than one channel.

\paragraph{The intact oxide.} Take an oxide 4 nm thick with an area of $100\ \mu\mathrm{m}^2$, a barrier of $3.1$ eV and a tunnelling mass of $0.4$ electron masses, and let the full 3 V stand across it. The semiclassical tunnelling exponent through the tilted barrier is then about 31, and the usual field-emission prefactor gives about 2 pA. Its correction for a trapezoidal barrier, the factor $[1-\sqrt{1-3/3.1}\,]^{-2}\approx1.5$, brings the current to about 3 pA. This is smaller than the spot current by a factor of about $2\times10^{7}$, so even a large error in the prefactor would not matter. The tunnelling mass has a stronger effect, because it stands in the exponent: with $0.3$ electron masses the oxide current would be larger by a factor of somewhat less than a hundred, which is still negligible here. The field, $7.5$ MV/cm, is high enough that the intact area may wear out and form a further spot under long stress.

\subsection{Beside a real breakdown spot}

Spots in silicon dioxide a few nanometres thick carry, at a few volts, currents from well below a microampere after a soft or limited breakdown to milliamperes after a hard one. These are rough ranges. The example, with tens of microamperes at 3 V, stands for a limited breakdown between them. Its $R$ of $20\ \mathrm{k}\Omega$ is large for a hard breakdown: $3$ V across it can never drive more than $150\ \mu\mathrm{A}$, so a milliampere current at that voltage needs a resistance below $3\ \mathrm{k}\Omega$. The chosen $\alpha$ is $6.4$ times smaller than $e/kT=38.7\ \mathrm{V}^{-1}$ at 300 K, which marks the law as a description of the spot and not of an ideal junction. One assumption at risk in a device is that the constants stay constant, since a spot can heat and can grow during the sweep. If such changes amounted to a doubled $I_0$ or to $20\,\%$ more $R$, the 3 V current would move by $+9\,\%$ or $-15\,\%$. The current at $0.8$ V would nearly double in the first case, so repeating the low-voltage part after a sweep to high voltage is a sensitive way to see whether $I_0$ has changed for good, provided $\alpha$ is found to be unchanged. The values along the whole sweep are in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (round model values)
I0 = 1.0 nA, alpha = 6.0 1/V
R = 20.0 kohm, z0 = alpha*R*I0 = 1.20e-04
largest relative error of explicit law = 1.7e-15
SWEEP: V (V), I (uA), bare diode Id (uA), v (V), w, R*dI/dV
0.2  0.0023192  0.0023201  0.2000  0.00040  0.0004
0.5  0.01904  0.019086  0.4996  0.00240  0.0024
0.8  0.11879  0.12051  0.7976  0.01437  0.0142
1.0  0.38425  0.40243  0.9923  0.04623  0.0442
1.5  4.6415  8.1021  1.4072  0.55710  0.3578
2.0  18.239  162.75  1.6352  2.18876  0.6864
2.5  37.281  3269  1.7544  4.47385  0.8173
3.0  58.523  65660  1.8295  7.02292  0.8754
LOW CURRENT
at 0.8 V: deficit 1-I/Id = 1.427 %
at 0.8 V: q = 0.01458, bound q/(1+q) = 1.437 %
ohmic start: conductance = 5.999 nS
exponential within 10 %: from 0.400 V to 1.129 V
current span of that range = 1.90 decades
half-slope point: V = 1.6713 V, I = 8.332 uA
HIGH CURRENT
at 3.0 V: L = 8.9721, ln L = 2.1941
bounds on w: 6.7780 and 7.0584
bounds on I: 56.482 and 58.819 uA
expansion: w = 7.0225, I = 58.520 uA
V/R = 150.00 uA, I*R/V = 0.3902
tangent at 2.0 V meets I = 0 at 1.4686 V
tangent at 2.5 V meets I = 0 at 1.5877 V
tangent at 3.0 V meets I = 0 at 1.6629 V
growth of v per decade of very large V = 0.3838 V
NEGLECTED EFFECTS (rough material values)
e/kT at 300 K = 38.68 1/V, ratio to alpha = 6.45
oxide 4.0 nm, barrier 3.1 eV, mass 0.4 m_e, area 100 um2
oxide field at 3.0 V = 7.50 MV/cm
WKB exponent = 31.3, intact-oxide current = 2.8e-12 A
one open channel: G0 = 77.48 uS, G0*v = 141.8 uA
I/(G0*v) at 3.0 V = 0.413
silicon: kappa = 150 W/(m K), phonon free path = 40 nm
total power at 3.0 V = 175.6 uW
heated radius 5 nm: rise 0.24 K at 0.8 V, 4.3e+02 K at 3.0 V
heated radius 30 nm: rise 0.0093 K at 0.8 V, 17 K at 3.0 V
at 0.8 V: I0 doubled +97.22 %, R up 20 % -0.28 %
at 3.0 V: I0 doubled +8.68 %, R up 20 % -14.77 %
\end{verbatim}
